# Rough Edges from a Power Spectrum and the Finite-Line Bias

## Symmetry and dimensions

Let $w(z)$ be the displacement of one edge of a patterned line from its mean position, at distance $z$ along the line. Assume that $w$ is a Gaussian random function of zero ensemble mean whose statistics do not depend on the origin of $z$. Translation symmetry then makes the covariance a function of separation alone,

$$\langle w(z)\,w(z+u)\rangle=R(u)=R(-u),\qquad R(0)=\sigma^2 .$$

Two consequences fix the form of what follows. First, plane waves diagonalise a translation-invariant covariance, so an edge can be built from independent Fourier amplitudes. A finite Fourier transform, however, has the translation symmetry of a ring, whereas a line has two ends. Secondly, suppose that $R$ contains one length $\xi$ besides the amplitude $\sigma$. A variance measured on a line of length $L$ with point spacing $d$ is quadratic in $w$, so after subtraction of the line's own mean it must read

$$\langle s^2\rangle=\sigma^2\left[1-g(\xi/L,\,d/L)\right],$$

with $g$ dimensionless. The finite-length bias is thus a factor that does not depend on the amplitude.

## Spectrum and sampling

The convention is

$$S(k)=\int_{-\infty}^{\infty}R(u)e^{-iku}du,\qquad R(u)=\int_{-\infty}^{\infty}S(k)e^{iku}\frac{dk}{2\pi}.$$

The worked form is $R=\sigma^2e^{-|u|/\xi}$, for which

$$S(k)=2\sigma^2\int_0^\infty e^{-u/\xi}\cos ku\,du=\frac{2\sigma^2\xi}{1+k^2\xi^2}.$$

The edge is sampled at $N$ points, and $L=Nd$. At $u=md$, wave numbers differing by $2\pi/d$ give the same phase factor. Cutting the $k$ integral into bands of that width therefore gives

$$R(md)=\int_{-\pi/d}^{\pi/d}S_f(k)e^{ikmd}\frac{dk}{2\pi},\qquad S_f(k)=\sum_pS\!\left(k+\frac{2\pi p}{d}\right).$$

This is a Fourier-series coefficient; inverted, it reads $S_f=d\sum_mR(md)e^{-ikmd}$. With $\rho=e^{-d/\xi}$ and $x=\rho e^{-ikd}$,

$$\frac{S_f}{d\sigma^2}=1+2\,\mathrm{Re}\frac{x}{1-x}=\mathrm{Re}\frac{1+x}{1-x}=\frac{1-\rho^2}{1-2\rho\cos kd+\rho^2}.$$

The last step multiplies numerator and denominator by $1-x^*$ and uses $\mathrm{Re}[(1+x)(1-x^*)]=1-\rho^2$.

## Error of an $N$-point transform

Suppose the spectrum is placed directly on the wave numbers $k_n=2\pi n/L$. With the folded spectrum the resulting covariance is

$$C_m=\frac1{Nd}\sum_{n=0}^{N-1}S_f(k_n)e^{ik_nmd}
=\sum_lR(ld)\,\frac1N\sum_{n=0}^{N-1}e^{2\pi in(m-l)/N}.$$

The inner average is one if $l=m+pN$ with integer $p$, and zero otherwise. For $0\le m<N$ the terms $p\ge0$ and $p<0$ form two geometric series:

$$C_m=\sum_pR\big((m+pN)d\big)=\sigma^2\frac{\rho^m+\rho^{N-m}}{1-\rho^N}.$$

The second term in the numerator correlates the far end with the near end. Using $S$ in place of $S_f$ adds another error, the loss of the variance beyond $k=\pi/d$:

$$1-\frac1{\pi\sigma^2}\int_0^{\pi/d}S\,dk=1-\frac2\pi\arctan\frac{\pi\xi}{d}.$$

Take the round model parameters $\sigma=1.5$ nm, $\xi=25$ nm, $d=1$ nm and $N=100$, so that $L=100$ nm. The lost fraction is 0.0081. With unfolded $S$ the variance is nevertheless $1.029\,\sigma^2$, because wrapping adds more than truncation removes. The covariance of the two end points is $0.999\,\sigma^2$, where $\rho^{99}\sigma^2=0.019\,\sigma^2$ is wanted. A nearly correct variance is therefore no evidence of a correct edge.

## Exact synthesis on a longer ring

Choose an even $M\ge2(N-1)$ and put the wanted covariance on a ring of $M$ points:

$$c_j=R\big(\min(j,M-j)\,d\big),\qquad \lambda_n=\sum_{j=0}^{M-1}c_je^{-2\pi ijn/M}.$$

The $\lambda_n$ are the variances of the ring's Fourier modes and must not be negative. For the exponential covariance their sign follows from a closed form. Let $\theta_n=2\pi n/M$, $x=\rho e^{-i\theta_n}$ and $J=M/2$. Pairing $j$ with $M-j$ gives

$$\frac{\lambda_n}{\sigma^2}=2\,\mathrm{Re}\left[\sum_{j=0}^{J}x^j-\frac{1+x^J}{2}\right],$$

since the points $j=0$ and $j=J$ have no partner and must count once. The bracket is

$$\frac{1-x^{J+1}}{1-x}-\frac{1+x^J}2=\frac{1+x-x^J-x^{J+1}}{2(1-x)}=\frac{(1+x)(1-x^J)}{2(1-x)}.$$

Here $x^J=(-1)^n\rho^J$ is real, so the real part found above can be used again:

$$\lambda_n=\sigma^2\frac{(1-\rho^2)\left[1-(-1)^n\rho^{M/2}\right]}{1-2\rho\cos\theta_n+\rho^2}>0 .$$

Now draw complex numbers $\zeta_n$ whose real and imaginary parts are independent Gaussians of unit variance, and form

$$y_j=\sum_{n=0}^{M-1}\sqrt{\frac{\lambda_n}{M}}\;\zeta_n\,e^{2\pi ijn/M}.$$

This is an inverse fast Fourier transform without a prefactor $1/M$. Since $\langle\zeta_n\zeta_{n'}^*\rangle=2\delta_{nn'}$ and $\langle\zeta_n\zeta_{n'}\rangle=0$,

$$\langle y_jy_l^*\rangle=\frac2M\sum_n\lambda_ne^{2\pi i(j-l)n/M}=2c_{|j-l|},\qquad\langle y_jy_l\rangle=0 .$$

Write $y=a+ib$. The real parts of these equations are $\langle a_ja_l\rangle+\langle b_jb_l\rangle=2c_{|j-l|}$ and $\langle a_ja_l\rangle-\langle b_jb_l\rangle=0$, so $a$ and $b$ each have covariance $c$. The imaginary parts make both the sum and the difference of $\langle a_jb_l\rangle$ and $\langle b_ja_l\rangle$ vanish. Being jointly Gaussian and uncorrelated, $a$ and $b$ are independent: one transform supplies both edges of a line.

Finally keep the first $N$ points. Their separations do not exceed $N-1\le M/2$, where $c_m=R(md)$. The cropped edges have the prescribed covariance at every lag, and they are not periodic.

For another spectrum, the steps are:

1. Compute $R(md)$ from $S$ by the inverse integral.
2. Fill the ring and transform it to obtain $\lambda_n$.
3. If a weight is negative beyond rounding error, enlarge $M$ and repeat; set negative rounding residues to zero.
4. Multiply the noise by $\sqrt{\lambda_n/M}$, transform and crop.

The third step succeeds if $\sum_m|R(md)|$ converges and the folded spectrum is positive at every $k$, because the weights then approach $S_f/d$ as $M$ grows. A spectrum that vanishes beyond a sharp cutoff below $\pi/d$ does not meet these conditions, and its negative weights can persist even on a very long ring. For $R\propto e^{-(u/\xi_G)^2}$ with $\xi_G=60$ nm, a ring of 256 points has a smallest weight of $-8.5\times10^{-4}$ relative to the largest. With 1024 points the ratio is $-1.3\times10^{-16}$, which is rounding error.

## Verification of the autocorrelation

The generator is linear in the noise. Its response to each unit noise vector therefore gives its covariance matrix without random sampling. For the exponential case with $M=256$, the largest deviation from $R$ is $3.6\times10^{-15}$ nm², against a variance of 2.25 nm².

A random ensemble tests the use of the noise as well. From 40 000 edges, with the known zero mean and no subtraction, the autocovariance at 20 nm is $1.003\pm0.007$ nm²; the target is 1.011 nm². At 80 nm it is $0.092\pm0.009$ nm², with target 0.092 nm². The uncertainties are standard errors from the scatter between edges. Deviations at different lags are not independent, since the same edges enter all of them.

## Bias of the variance

Suppose that a measured line has no absolute position reference, so that its own mean $\bar w=N^{-1}\sum_jw_j$ is subtracted. Then

$$s^2=\frac1N\sum_j(w_j-\bar w)^2=\frac1N\sum_jw_j^2-\bar w^2,\qquad\langle s^2\rangle=\sigma^2-\langle\bar w^2\rangle .$$

Hence $g=\langle\bar w^2\rangle/\sigma^2$. There are $N-m$ pairs at each positive lag $m$, so

$$g=\frac1{N^2}\sum_{j,l}\rho^{|j-l|}=\frac1N\left[1+2\sum_{m=1}^{N}\left(1-\frac mN\right)\rho^m\right],$$

where the added term $m=N$ is zero. The two sums needed are

$$\sum_{m=1}^N\rho^m=\frac{\rho(1-\rho^N)}{1-\rho},\qquad
\sum_{m=1}^Nm\rho^m=\frac{\rho(1-\rho^N)}{(1-\rho)^2}-\frac{N\rho^{N+1}}{1-\rho};$$

the second is $\rho\,d/d\rho$ of the first. On combining them, the terms in $\rho^{N+1}/(1-\rho)$ cancel:

$$g=\frac1N\left[\frac{1+\rho}{1-\rho}-\frac{2\rho(1-\rho^N)}{N(1-\rho)^2}\right].$$

For $d\to0$ at fixed $L$, $1-\rho\to d/\xi$ and

$$g\to\frac{2\xi}{L}\left[1-\frac\xi L\left(1-e^{-L/\xi}\right)\right].$$

A long line has $g\simeq2\xi/L$: the bias falls only as the inverse length. For a short line, expanding the exponential to third order gives $g\simeq1-L/(3\xi)$, so $\langle s^2\rangle\simeq\sigma^2L/(3\xi)$. Such a line moves almost rigidly, and subtraction removes most of its displacement.

In the example $g=0.3774$, against 0.3773 in the continuum limit, so a sampling interval of 1 nm, much shorter than $\xi$, hardly matters. The long-line estimate $2\xi/L=0.5$ is too crude at $L=4\xi$. The expected variance is $2.25\times(1-0.3774)=1.401$ nm², an apparent $\sigma$ of 1.184 nm, which is 21% below the true value. This figure is the root of the mean $s^2$; averaging $s$ itself over lines gives a lower value still, about 1.14 nm, because the mean of a square root lies below the square root of the mean.

## Bias of the autocovariance

With the mean subtracted, the estimate at lag $m$ is

$$\hat C_m=\frac1{N-m}\sum_{j=0}^{N-m-1}(w_j-\bar w)(w_{j+m}-\bar w).$$

Let $h_j=\langle w_j\bar w\rangle$. Summing the geometric series on both sides of point $j$ and counting $j$ once,

$$h_j=\frac{\sigma^2}N\left[\frac{1-\rho^{j+1}}{1-\rho}+\frac{1-\rho^{N-j}}{1-\rho}-1\right].$$

Expanding the product in $\hat C_m$ gives two averages of $h$, over the first and the last $N-m$ points. They are equal because $h_j=h_{N-1-j}$. Hence

$$\langle\hat C_m\rangle-R(md)=\sigma^2g-\frac2{N-m}\sum_{j=0}^{N-m-1}h_j .$$

At $m=0$ the average of $h_j$ is $\sigma^2g$, and the bias is $-\sigma^2g$, as before. At 40 nm the target is $0.454$ nm², but the biased expectation is $-0.435$ nm²; the ensemble gives $-0.433$ nm². Some negative values are unavoidable, because

$$N\hat C_0+2\sum_{m=1}^{N-1}(N-m)\hat C_m=\Big[\sum_j(w_j-\bar w)\Big]^2=0 .$$

The curve also falls faster relative to its starting value. Its apparent $1/e$ length is 11.6 nm, less than half of $\xi$.

## What the data cannot restore

Let $T$ be a symmetric Toeplitz matrix with entries $t_{|j-l|}$, standing for a possible change of the covariance, and let $P$ subtract the mean. The expected $\hat C_m$ are the diagonal averages of $PTP$. If $T$ leaves them all unchanged, every diagonal sum of $PTP$ is zero. Since $T$ is constant along diagonals, $\mathrm{tr}(PTP\,T)=0$. But $P^2=P$, so this trace equals $\mathrm{tr}[(PTP)^2]$, the sum of the squares of all entries of $PTP$. Therefore $PTP=0$.

Written out, $PTP=0$ says $T_{jl}=r_j+r_l-\bar t$, where $r_j$ is a row mean and $\bar t$ the mean of all entries. The diagonal entries all equal $t_0=2r_j-\bar t$, so every $r_j$ is the same and $T$ is a constant matrix. Conversely, a constant matrix is annihilated by $P$.

One combination of covariances is lost, and it has a plain meaning: a random rigid shift of each edge adds a constant to $R$ and leaves no trace after mean subtraction. No processing of mean-subtracted lines can recover it. An absolute position reference can, and so can an assumption about $R$, such as its exponential form, but the result is then only as good as the assumption. All of this refers to subtraction of the mean alone; if a fitted straight line is removed as well, a term in $(j-l)^2$, a random tilt, is lost in addition.

## Removal of the bias

Differences within a line do not contain its mean. Define $D_m$ as the expectation of half the squared difference:

$$D_m=\tfrac12\langle(w_{j+m}-w_j)^2\rangle=R(0)-R(md).$$

Its average over a finite line is unbiased as long as only the mean has been removed. Removing a fitted tilt as well lowers the $D_m$, and the formulas below then no longer apply; in the example they would return $\sigma\approx1.15$ nm and $\xi\approx10$ nm from lags of 20 and 40 nm. For the exponential form let $q=\rho^m$. Then $D_m=\sigma^2(1-q)$ and $D_{2m}=\sigma^2(1-q^2)=D_m(1+q)$, so

$$q=\frac{D_{2m}}{D_m}-1,\qquad \sigma^2=\frac{D_m}{1-q}=\frac{D_m^2}{2D_m-D_{2m}},\qquad \xi=-\frac{md}{\ln q}.$$

These formulas hold for the exponential form only: for $R=\sigma^2e^{-(|u|/\xi)^{1.4}}$ with the same $\sigma$ and $\xi$ they would give 1.82 nm and 46 nm at $md=20$ nm. The $D$ values must be averaged over many edges first, since these formulas are nonlinear. The ensemble gives $D_{20}=1.2407$ nm² and $D_{40}=1.7940$ nm². Thus $q=0.4460$ and

$$\sigma^2=\frac{1.2407^2}{2(1.2407)-1.7940}\ \text{nm}^2=2.239\ \text{nm}^2 .$$

The recovered values are $\sigma=1.50$ nm and $\xi=24.8$ nm. Dividing the mean $s^2$ by $1-g$, with $g$ evaluated at the recovered $\xi$, also gives $\sigma=1.50$ nm.

To first order, errors in the averages propagate as

$$\delta\sigma^2=\frac{\delta D_{2m}-2q\,\delta D_m}{(1-q)^2},\qquad
\delta\xi=\frac{\xi^2}{md}\,\frac{\delta q}{q}.$$

For given errors of the averages, a small $1-q$ (a lag much shorter than $\xi$) magnifies the errors of both $\sigma$ and $\xi$, the latter because $\delta q$ contains a factor $1/D_m$. A small $q$ (a lag much longer than $\xi$) magnifies the error of $\xi$. A lag comparable with $\xi$ avoids both small denominators. At 20 nm, the 100 sets of 400 edges in the ensemble scatter by 0.054 nm in $\sigma$ and 2.7 nm in $\xi$, or 4% and 11% of the true values; with only 100 sets these figures are themselves uncertain by roughly a tenth. The removed bias of 0.316 nm in $\sigma$ is about six times that scatter.

Uncorrelated measurement noise of variance $\nu^2$ adds $\nu^2$ to every $D_m$ with $m>0$ and invalidates the two-lag formulas. A third lag restores $q$, because differences of $D$ cancel the noise:

$$\frac{D_{3m}-D_{2m}}{D_{2m}-D_m}=\frac{\sigma^2q^2(1-q)}{\sigma^2q(1-q)}=q .$$

## Consequence for line width

For independent edges, the width has variance $2\sigma^2$ and the same correlation function as one edge. The variance missing within lines appears between them:

$$2\sigma^2=2\sigma^2(1-g)+2\sigma^2g .$$

The predicted rms values are 1.674 nm within lines and 1.303 nm between line averages; their squares add to 4.50 nm², the square of the total 2.121 nm. The ensemble of 20 000 lines gives 1.67 nm and 1.29 nm. Shortening the measured line thus transfers roughness into apparent line-to-line variation, while the total stays fixed. Correlated edges would change the total through their cross-covariance. The remaining values are in the numerical output.

## Numbers as computed

```
sigma = 1.5 nm, xi = 25.0 nm, d = 1.0 nm, L = 100.0 nm
N = 100, M = 256, rho = 0.960789, sigma^2 = 2.2500 nm^2
S(0) = 112.500 nm^3
S at k=pi/d: plain 0.01823, folded 0.04499 nm^3
Direct N-point recipe with unfolded S:
  variance fraction beyond pi/d = 0.00811
  variance / sigma^2 = 1.02921
  end-to-end covariance / sigma^2 = 0.99908
  wanted end-to-end value = 0.01906
  variance of line mean / sigma^2 = 0.50000
Circulant recipe:
  weights n=0,1,2: [111.8426  82.2328  44.6392] nm^2
  smallest weight = 0.044725 nm^2
  largest covariance error = 3.6e-15 nm^2
Gaussian covariance exp(-(u/xi_G)^2), xi_G = 60.0 nm:
  ring 256: min/max weight = -8.51e-04
  ring 1024: min/max weight = -1.34e-16
g sampled = 0.37737, g continuum = 0.37729
Rank of mean-removal map for 12 points = 11
Ensemble: 20000 lines, 40000 edges
Autocovariance in nm^2 (last two columns: line mean removed)
lag/nm  target  generated  std.error  predicted  generated
    0   2.2500    2.2459     0.0074     1.4009     1.4019
   10   1.5082    1.5018     0.0073     0.6147     0.6142
   20   1.0110    1.0030     0.0070     0.0985     0.0972
   40   0.4543    0.4509     0.0068    -0.4347    -0.4328
   80   0.0917    0.0917     0.0089    -0.5037    -0.5057
Apparent sigma: predicted 1.1836 nm, generated 1.1840 nm
Apparent 1/e correlation length = 11.62 nm
D at 20 nm = 1.2407 nm^2, exact 1.2390 nm^2
D at 40 nm = 1.7940 nm^2, exact 1.7957 nm^2
Recovered sigma = 1.4965 nm, xi = 24.77 nm
Recovered sigma, second route = 1.4976 nm
Sets of 400 edges (100 sets):
  sigma mean 1.4991, scatter 0.0538 nm
  xi mean 24.94, scatter 2.67 nm
Width rms, total = 2.1213 nm
  within lines: predicted 1.6739, generated 1.6725 nm
  between lines: predicted 1.3031, generated 1.2927 nm
```
